# Mean-square displacement of a Lévy walk with heavy-tailed flight times: a numerical check

```python
# Result under test: a constant-speed Levy walk whose flight-time density
# decays as t^(-8/3) has mean-square displacement (MSD)
#     m(t) ~ (9/2) v^2 A t^(4/3) / tau_mean,
# where survival(t) ~ A t^(-5/3), v is the speed, tau_mean the mean flight time.
# Main density: survival = (1 + u)^(-5/3), u = t/tau0, tau_mean = 1.5 tau0.
# Internally v = tau0 = 1; lengths are then scaled by v*tau0.
# U(t) is the mean number of flights begun by time t, including the first.
import numpy as np
import mpmath as mp
from scipy.integrate import quad, cumulative_trapezoid
from scipy.signal import fftconvolve
from scipy.special import beta

speed = 10.0        # nm/ps
tau0 = 1.0          # ps
t_obs = 1000.0      # ps
half_tube = 5000.0  # nm
spread = 0.3        # relative rms spread of speed
u_obs = t_obs / tau0
area = (speed * tau0) ** 2   # nm^2
tau_mean = quad(lambda r: (1 + r) ** (-5 / 3), 0, np.inf)[0]
assert abs(tau_mean - 1.5) < 1e-6


def convolve(a, b, dt):
    """Trapezoidal convolution of two sampled functions."""
    full = fftconvolve(a, b)[:len(a)]
    result = dt * (full - 0.5 * (a[0] * b + b[0] * a))
    result[0] = 0.0
    return result


def renewal_msd(survival, dt):
    """Solve U = 1 + integral U(t-s) dF(s), then add flight contributions."""
    t = np.arange(int(round(u_obs / dt)) + 1) * dt
    surv = survival(t)
    mass = surv[:-1] - surv[1:]
    n_max = len(mass)
    weight = np.zeros(n_max + 1)
    weight[0] = mass[0] / 2
    weight[1:n_max] = (mass[:-1] + mass[1:]) / 2
    reverse = weight[::-1].copy()
    count = np.ones(n_max + 1)
    for n in range(1, n_max + 1):
        past = np.dot(count[1:n], reverse[n_max - n + 1:n_max])
        count[n] = (1 + past + mass[n - 1] / 2) / (1 - weight[0])
    return t, count, convolve(2 * t * surv, count, dt)


def power_survival(t):
    return (1 + t) ** (-5 / 3)


def lower_bound(u):
    third = mp.mpf(1) / 3
    w = 1 + mp.mpf(u)
    return 3 * (w ** (4 * third) - 1) + 6 * (w ** third - 1) - 6 * mp.mpf(u)


# Mean squared duration of a flight cut at time 50, from the density itself
cut = 50.0
direct = quad(lambda r: r**2 * (5 / 3) * (1 + r) ** (-8 / 3), 0, cut)[0]
direct += cut**2 * power_survival(cut)
by_parts = quad(lambda r: 2 * r * power_survival(r), 0, cut)[0]
assert abs(direct / by_parts - 1) < 1e-8

# Time-domain solution and its step convergence
dt = 0.05
t, count, msd = renewal_msd(power_survival, dt)
coarse = renewal_msd(power_survival, 2 * dt)[2][-1]
step_shift = coarse / msd[-1] - 1
assert abs(step_shift) < 3e-3
cap = 100.0
cap_mean = quad(power_survival, 0, cap)[0]
assert np.all(count >= (t / tau_mean) * (1 - 1e-3))
assert np.all(count <= (t + cap) / cap_mean * (1 + 1e-3))

# Laplace inversion: independent of the time-stepping solution
mp.mp.dps = 30


def transform_power(s):
    third = mp.mpf(1) / 3
    ratio = mp.expint(2 * third, s) / mp.expint(5 * third, s)
    return 2 * (ratio - 1) / s**2


def transform_hard_minimum(s):
    # survival = 1 for t < 1 and t^(-5/3) for t > 1
    third = mp.mpf(1) / 3
    surv = (1 - mp.exp(-s)) / s + mp.expint(5 * third, s)
    moment = (1 - (1 + s) * mp.exp(-s)) / s**2 + mp.expint(2 * third, s)
    return 2 * moment / (s**2 * surv)


def invert(transform, u):
    return mp.re(mp.invertlaplace(transform, mp.mpf(u), method='talbot'))


times = [10**3, 10**6, 10**9]
exact, ratios, slopes, remainders = [], [], [], []
for u in times:
    value = invert(transform_power, u)
    above = invert(transform_power, mp.mpf(u) * mp.mpf('1.05'))
    below = invert(transform_power, mp.mpf(u) / mp.mpf('1.05'))
    exact.append(float(value))
    ratios.append(float(value / (3 * mp.mpf(u) ** (mp.mpf(4) / 3))))
    slopes.append(float(mp.log(above / below) / (2 * mp.log(mp.mpf('1.05')))))
    rest = value - lower_bound(u)
    remainders.append(float(rest / mp.mpf(u) ** (mp.mpf(2) / 3)))
assert abs(msd[-1] / exact[0] - 1) < 2e-3
assert abs(ratios[-1] - 1) < 3e-3      # known slow correction is 2e-3
assert abs(slopes[-1] - 4 / 3) < 1e-3
assert slopes[0] > slopes[1] > slopes[2] > 4 / 3
coefficient = 4 * beta(1 / 3, 4 / 3)
assert min(remainders) > 0
assert abs(remainders[-1] / coefficient - 1) < 0.01
overshoot_ratio = (count[-1] - u_obs / tau_mean) / (2 * u_obs ** (1 / 3))
assert 0.7 < overshoot_ratio < 1.3     # next term is of relative order u^(-1/3)

hard_mean = 1 + quad(lambda r: r ** (-5 / 3), 1, np.inf)[0]
hard_law = 4.5 / hard_mean * 1e9 ** (4 / 3)
hard_ratio = float(invert(transform_hard_minimum, 10**9)) / hard_law
assert abs(hard_ratio - 1) < 3e-3

# Stationary start: first flight has density survival/tau_mean
first_surv = (1 + t) ** (-2 / 3)
first_part = cumulative_trapezoid(2 * t * first_surv, t, initial=0)
stationary = first_part + convolve(power_survival(t) / tau_mean, msd, dt)
stationary_formula = 4.5 * ((1 + t) ** (4 / 3) - 1) - 6 * t
late = t > 10
assert np.max(np.abs(stationary[late] / stationary_formula[late] - 1)) < 3e-3

# Exponential flight times of equal mean: ordinary diffusion
expo = renewal_msd(lambda r: np.exp(-r / tau_mean), dt)[2]
x = u_obs / tau_mean
expo_formula = 2 * tau_mean**2 * (x - 1 + np.exp(-x))
assert abs(expo[-1] / expo_formula - 1) < 2e-3


def grid_slope(values):
    back = int(round(0.9 * (len(values) - 1)))
    return np.log(values[-1] / values[back]) / np.log(t[-1] / t[back])


# Power tail cut by an extra exponential loss
cut_results = []
for cutoff in (100.0, 1000.0):
    lifetime = cutoff / tau0

    def cut_survival(r, life=lifetime):
        return power_survival(r) * np.exp(-r / life)

    cut_msd = renewal_msd(cut_survival, dt)[2]
    cut_results.append((cutoff, cut_msd[-1], grid_slope(cut_msd)))
    assert cut_msd[-1] < msd[-1]
    if cutoff == 100.0:
        top = quad(lambda r: 2 * r * cut_survival(r), 0, 5000, limit=300)[0]
        bottom = quad(cut_survival, 0, 5000, limit=300)[0]
        back = int(round(0.95 * (len(t) - 1)))
        rate = (cut_msd[-1] - cut_msd[back]) / (t[-1] - t[back])
        assert abs(rate / (top / bottom) - 1) < 0.01
assert cut_results[0][2] < grid_slope(msd)

# Direct random walks; second position uses speeds 1-spread or 1+spread
rng = np.random.default_rng(20)
walkers = 40000
clock = np.zeros(walkers)
position = np.zeros(walkers)
varied = np.zeros(walkers)
farthest = np.zeros(walkers)
flights = 0
velocities = np.array([-1 - spread, -1 + spread, 1 - spread, 1 + spread])
while True:
    active = int(np.count_nonzero(clock < u_obs - 1e-9))
    if active == 0:
        break
    flights += active
    flight = (1 - rng.random(walkers)) ** (-0.6) - 1
    flight = np.minimum(flight, u_obs - clock)
    choice = rng.integers(0, 4, walkers)
    position += np.where(choice < 2, -flight, flight)
    varied += velocities[choice] * flight
    clock += flight
    np.maximum(farthest, np.abs(position), out=farthest)
square = position**2
walk_msd = square.mean()
walk_error = square.std(ddof=1) / np.sqrt(walkers)
assert abs(walk_msd - msd[-1]) < 4 * walk_error
assert abs(flights / walkers / count[-1] - 1) < 0.01
difference = varied**2 - (1 + spread**2) * square
difference_error = difference.std(ddof=1) / np.sqrt(walkers)
assert abs(difference.mean()) < 4 * difference_error
reached = np.mean(farthest >= half_tube / (speed * tau0))
reached_error = np.sqrt(reached * (1 - reached) / walkers)

law = 3 * u_obs ** (4 / 3)
spread_nm2 = exact[0] * area
print(f"speed = {speed:.1f} nm/ps")
print(f"time scale tau0 = {tau0:.1f} ps")
print(f"mean flight time = {tau_mean * tau0:.3f} ps")
print(f"observation time = {t_obs:.0f} ps")
print(f"ballistic front = {speed * t_obs:.0f} nm")
print(f"mean flights begun = {count[-1]:.1f}")
print(f"t/mean flight time = {u_obs / tau_mean:.1f}")
print(f"leading-law MSD = {law * area:.4e} nm^2")
print(f"leading-law rms distance = {np.sqrt(law * area):.0f} nm")
print(f"lower-bound MSD = {float(lower_bound(u_obs)) * area:.4e} nm^2")
print(f"full MSD (Laplace inversion) = {spread_nm2:.4e} nm^2")
print(f"full rms distance = {np.sqrt(spread_nm2):.0f} nm")
print(f"full MSD (renewal equation) = {msd[-1] * area:.4e} nm^2")
print(f"shift on doubling time step = {100 * step_shift:.3f} %")
print(f"random-walk MSD = {walk_msd * area:.3e} nm^2")
print(f"random-walk standard error = {walk_error * area:.1e} nm^2")
diffusivity = spread_nm2 / (2 * t_obs) * 1e-2
print(f"effective diffusivity MSD/(2t) = {diffusivity:.2f} cm^2/s")
for u, ratio, slope, rest in zip(times, ratios, slopes, remainders):
    print(f"t/tau0 = {u:.0e}: MSD/leading law = {ratio:.5f}, "
          f"local exponent = {slope:.5f}")
    print(f"  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = {rest:.4f}")
print(f"predicted limit 4B(1/3,4/3) = {coefficient:.4f}")
print(f"hard-minimum density, t/tau0 = 1e9: MSD/law = {hard_ratio:.5f}")
print(f"stationary-start MSD = {stationary_formula[-1] * area:.4e} nm^2")
print(f"stationary/flight-start ratio = {stationary_formula[-1] / exact[0]:.3f}")
print(f"exponential-flight MSD = {expo_formula * area:.4e} nm^2")
print(f"power-tail/exponential ratio = {exact[0] / expo_formula:.2f}")
for cutoff, value, slope in cut_results:
    print(f"cutoff {cutoff:.0f} ps: MSD = {value * area:.3e} nm^2, "
          f"loss = {100 * (1 - value / msd[-1]):.1f} %")
    print(f"  local exponent over 900-1000 ps = {slope:.3f}")
print(f"uncut local exponent over 900-1000 ps = {grid_slope(msd):.3f}")
print(f"relative speed spread = {100 * spread:.0f} %")
print(f"MSD increase from speed spread = {100 * spread**2:.1f} %")
sampled = (varied**2).mean() / walk_msd - 1
print(f"sampled increase = {100 * sampled:.1f} %, standard error = "
      f"{100 * difference_error / walk_msd:.1f} %")
print(f"distance from centre to tube end = {half_tube:.0f} nm")
print(f"fraction reaching an end = {100 * reached:.2f} %, "
      f"standard error = {100 * reached_error:.2f} %")
print("verified")
```

Output:

```
speed = 10.0 nm/ps
time scale tau0 = 1.0 ps
mean flight time = 1.500 ps
observation time = 1000 ps
ballistic front = 10000 nm
mean flights begun = 684.8
t/mean flight time = 666.7
leading-law MSD = 3.0000e+06 nm^2
leading-law rms distance = 1732 nm
lower-bound MSD = 2.4091e+06 nm^2
full MSD (Laplace inversion) = 2.4890e+06 nm^2
full rms distance = 1578 nm
full MSD (renewal equation) = 2.4884e+06 nm^2
shift on doubling time step = -0.075 %
random-walk MSD = 2.495e+06 nm^2
random-walk standard error = 3.1e+04 nm^2
effective diffusivity MSD/(2t) = 12.45 cm^2/s
t/tau0 = 1e+03: MSD/leading law = 0.82967, local exponent = 1.39177
  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = 7.9912
t/tau0 = 1e+06: MSD/leading law = 0.98035, local exponent = 1.33990
  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = 10.3041
t/tau0 = 1e+09: MSD/leading law = 0.99800, local exponent = 1.33400
  (MSD - bound)/(v^2 tau0^2 u^(2/3)) = 10.5699
predicted limit 4B(1/3,4/3) = 10.5998
hard-minimum density, t/tau0 = 1e9: MSD/law = 0.99889
stationary-start MSD = 3.9056e+06 nm^2
stationary/flight-start ratio = 1.569
exponential-flight MSD = 2.9955e+05 nm^2
power-tail/exponential ratio = 8.31
cutoff 100 ps: MSD = 1.154e+06 nm^2, loss = 53.6 %
  local exponent over 900-1000 ps = 1.047
cutoff 1000 ps: MSD = 2.144e+06 nm^2, loss = 13.8 %
  local exponent over 900-1000 ps = 1.271
uncut local exponent over 900-1000 ps = 1.393
relative speed spread = 30 %
MSD increase from speed spread = 9.0 %
sampled increase = 9.9 %, standard error = 0.8 %
distance from centre to tube end = 5000 nm
fraction reaching an end = 1.49 %, standard error = 0.06 %
verified
```
